# Ehrenfest TDDFT with Moving Atomic Orbitals: Equations, Forces and Energy Conservation

## One electron, one moving function

Take one electron in one dimension and a nucleus of mass $M$ at $R(t)$ with velocity $V=\dot R$. Hartree atomic units are used throughout. The electron feels a potential $v(x;R)$, made of the attraction to this nucleus and to a fixed centre; $U(R)$ is the repulsion between the two centres. Let the orbital be restricted to $\phi=c(t)\,\chi(x-R(t))$, with $\chi$ real and normalized.

With $h=-\tfrac12\partial_x^2+v$, the energy apart from nuclear motion is $E(R)=\langle\chi|h|\chi\rangle+U(R)$ when $|c|=1$. Here $c$ acquires just a phase, and the nucleus must obey $M\dot V=-dE/dR$ if $\tfrac12MV^2+E$ is to stay constant while it moves. Since $R$ enters both $v$ and $\chi$,

$$-\frac{dE}{dR}=-\langle\chi|\partial_Rv|\chi\rangle-\frac{dU}{dR}-2\langle\partial_R\chi|h\chi\rangle .$$

The first two terms are the Hellmann-Feynman force. If they alone drove the nucleus, the total energy would change at the rate $2V\langle\partial_R\chi|h\chi\rangle$. The last term is there because the function is carried along by the nucleus.

With several functions, two more effects appear. The coefficients must respond to the motion of the functions, and, when there are at least two nuclear coordinates and the orbitals are complex, the force can acquire a part linear in the nuclear velocities. Both follow from a Lagrangian.

## The mixed Lagrangian

Let $A,B$ number the Cartesian coordinates of all nuclei, with masses $M_A$, positions $R_A$ and velocities $V_A$. The nuclei are classical. The Kohn-Sham orbitals $\phi_i$ have fixed occupations $f_i>0$ and density $n=\sum_if_i|\phi_i|^2$. Define

$$L=\sum_A\tfrac12M_AV_A^2+\tfrac i2\sum_if_i\big(\langle\phi_i|\dot\phi_i\rangle-\langle\dot\phi_i|\phi_i\rangle\big)-E[\phi,R],$$

$$E=\sum_if_i\langle\phi_i|-\tfrac12\nabla^2|\phi_i\rangle+E_H[n]+E_{xc}[n]+\int v_{ext}\,n\,d^3r+V_{nn}.$$

Two assumptions enter here. First, $E$ has no explicit time dependence, so there is no external driving field. Second, the functional is adiabatic: $E_{xc}$ is evaluated with the density at the present instant. Then $\delta n=\sum_if_i(\delta\phi_i^*\phi_i+\text{c.c.})$ gives, at fixed $R$,

$$\delta E=\sum_if_i\langle\delta\phi_i|h\phi_i\rangle+\text{c.c.},\qquad h=-\tfrac12\nabla^2+v_{ext}+v_H+v_{xc},\tag{1}$$

with $v_{xc}=\delta E_{xc}/\delta n$ at the present density.

**Unrestricted orbitals.** Treat $\phi_i$ and $\phi_i^*$ as independent. Then $\partial L/\partial\dot\phi_i^*=-\tfrac i2f_i\phi_i$ and $\partial L/\partial\phi_i^*=\tfrac i2f_i\dot\phi_i-f_ih\phi_i$. The Euler-Lagrange equation reads $-\tfrac i2\dot\phi_i=\tfrac i2\dot\phi_i-h\phi_i$, or

$$i\dot\phi_i=h\phi_i .\tag{2}$$

Because $h$ is Hermitian, $\frac{d}{dt}\langle\phi_i|\phi_j\rangle=i\langle h\phi_i|\phi_j\rangle-i\langle\phi_i|h\phi_j\rangle=0$. Orthonormality, once imposed, persists without Lagrange multipliers.

The orbitals are here independent of $R$ as variables, so the nuclear equation contains only the explicit derivative:

$$M_A\dot V_A=F_A^{HF}\equiv-\int n\,\partial_Av_{ext}\,d^3r-\partial_AV_{nn}.\tag{3}$$

**Energy conservation.** By (1) and the chain rule,

$$\frac{dE}{dt}=2\,\mathrm{Re}\sum_if_i\langle\dot\phi_i|h\phi_i\rangle-\sum_AV_AF_A^{HF}.\tag{4}$$

Equation (2) turns the first term into $2\,\mathrm{Re}\,\big(i\sum_if_i\langle\dot\phi_i|\dot\phi_i\rangle\big)=0$. The second is minus the rate of change of $\sum_A\tfrac12M_AV_A^2$. Hence $\sum_A\tfrac12M_AV_A^2+E$ is constant.

The nuclei respond to one averaged density. If different electronic outcomes would send them along different paths, a single classical trajectory cannot represent this, however well energy is conserved.

## Coefficients in a moving basis

Now let

$$\phi_i(\mathbf r,t)=\sum_\mu\chi_\mu(\mathbf r;R(t))\,C_{\mu i}(t),$$

with linearly independent functions that depend on nuclear positions but not on velocities. (Velocity-dependent functions would bring accelerations into $\dot\phi$ and change the derivation.) Let $C_i$ be the $i$-th column of $C$, and let $\partial_A\phi_i=\sum_\mu(\partial_A\chi_\mu)C_{\mu i}$ denote the derivative at fixed coefficients. Then

$$\dot\phi_i=\sum_\mu\chi_\mu\dot C_{\mu i}+\sum_AV_A\,\partial_A\phi_i.\tag{5}$$

Define the matrices

$$S_{\mu\nu}=\langle\chi_\mu|\chi_\nu\rangle,\quad H_{\mu\nu}=\langle\chi_\mu|h|\chi_\nu\rangle,\quad D^A_{\mu\nu}=\langle\chi_\mu|\partial_A\chi_\nu\rangle,\quad B=\sum_AV_AD^A.$$

Differentiating the overlap gives $\partial_AS=D^A+D^{A\dagger}$, hence $\dot S=B+B^\dagger$. The Lagrangian becomes

$$L=\sum_A\tfrac12M_AV_A^2+\tfrac i2\sum_if_i\big[C_i^\dagger S\dot C_i-\dot C_i^\dagger SC_i+C_i^\dagger(B-B^\dagger)C_i\big]-E(C,R).$$

By (1), $\partial E/\partial C_i^\dagger=f_iHC_i$. After division by $f_i$, the Euler-Lagrange equation for $C_i^\dagger$ is

$$-\tfrac i2(S\dot C_i+\dot SC_i)=\tfrac i2\big[S\dot C_i+(B-B^\dagger)C_i\big]-HC_i .$$

Solving for $HC_i$ gives $HC_i=iS\dot C_i+\tfrac i2(\dot S+B-B^\dagger)C_i$. The bracket equals $2B$, so

$$\boxed{\,iS\dot C_i=(H-iB)\,C_i\,}\tag{6}$$

The matrix $H-iB$ is in general not Hermitian. Its anti-Hermitian part, $-\tfrac i2\dot S$, compensates for the changing metric:

$$\frac{d}{dt}(C^\dagger SC)=C^\dagger(iH-B^\dagger)C+C^\dagger(-iH-B)C+C^\dagger(B+B^\dagger)C=0 .$$

Equation (6) has a compact meaning. By (5), $\langle\chi_\mu|i\dot\phi_i\rangle$ is the $\mu$-th element of $i(S\dot C_i+BC_i)$, which equals that of $HC_i$. The residual of the Kohn-Sham equation,

$$\rho_i=h\phi_i-i\dot\phi_i,\qquad\text{therefore obeys}\qquad\langle\chi_\mu|\rho_i\rangle=0.\tag{7}$$

It need not vanish, but it has no component in the basis.

## Forces from the moving basis

The momentum conjugate to $R_A$ contains an electronic part:

$$\frac{\partial L}{\partial V_A}=M_AV_A+\tfrac i2\sum_if_iC_i^\dagger(D^A-D^{A\dagger})C_i.$$

Its time derivative is

$$M_A\dot V_A+\tfrac i2\sum_if_i\Big[\dot C_i^\dagger(D^A-D^{A\dagger})C_i+C_i^\dagger(D^A-D^{A\dagger})\dot C_i+\sum_BV_BC_i^\dagger\partial_B(D^A-D^{A\dagger})C_i\Big].$$

It must equal the derivative of $L$ with respect to $R_A$ at fixed $C,\dot C,V$:

$$\tfrac i2\sum_if_i\Big[C_i^\dagger(D^A+D^{A\dagger})\dot C_i-\dot C_i^\dagger(D^A+D^{A\dagger})C_i+\sum_BV_BC_i^\dagger\partial_A(D^B-D^{B\dagger})C_i\Big]-\partial_AE\big|_C .$$

Move everything except $M_A\dot V_A$ to the right. Between $C_i^\dagger$ and $\dot C_i$ there remains $(D^A+D^{A\dagger})-(D^A-D^{A\dagger})=2D^{A\dagger}$. Between $\dot C_i^\dagger$ and $C_i$ there remains $-(D^A+D^{A\dagger})-(D^A-D^{A\dagger})=-2D^A$.

For the terms in $V_B$, let $K^{AB}_{\mu\nu}=\langle\partial_A\chi_\mu|\partial_B\chi_\nu\rangle$. The mixed second derivatives cancel in $\partial_AD^B-\partial_BD^A=K^{AB}-K^{BA}$. This matrix is anti-Hermitian, because $K^{AB\dagger}=K^{BA}$, so subtracting its adjoint doubles it. Altogether

$$M_A\dot V_A=-\partial_AE\big|_C+i\sum_if_i\Big[C_i^\dagger D^{A\dagger}\dot C_i-\dot C_i^\dagger D^AC_i+\sum_BV_BC_i^\dagger(K^{AB}-K^{BA})C_i\Big].$$

Each pair in the bracket has the form $z-z^*$, and $i(z-z^*)=-2\,\mathrm{Im}\,z$. The two values of $z$ are $\langle\partial_A\phi_i|\sum_\mu\chi_\mu\dot C_{\mu i}\rangle$ and $\langle\partial_A\phi_i|\sum_BV_B\partial_B\phi_i\rangle$. By (5) they add up to $\langle\partial_A\phi_i|\dot\phi_i\rangle$. Also, (1) gives $-\partial_AE|_C=F_A^{HF}-2\,\mathrm{Re}\sum_if_i\langle\partial_A\phi_i|h\phi_i\rangle$. Using $-2\,\mathrm{Im}\,z=2\,\mathrm{Re}(iz)$,

$$M_A\dot V_A=F_A^{HF}-2\,\mathrm{Re}\sum_if_i\langle\partial_A\phi_i|\rho_i\rangle.\tag{8}$$

The correction is the overlap of the displacement of the basis with what the basis fails to represent in the Kohn-Sham equation.

To separate the velocity dependence, let $P=\sum_{\mu\nu}|\chi_\mu\rangle(S^{-1})_{\mu\nu}\langle\chi_\nu|$ project on the basis and let $Q=1-P$. By (7), $\rho_i=Q\rho_i$. Since $Q\chi_\mu=0$, (5) gives $\rho_i=Qh\phi_i-i\sum_BV_BQ\partial_B\phi_i$. With $\mathrm{Re}(-iz)=\mathrm{Im}\,z$,

$$\boxed{\,M_A\dot V_A=F_A^{HF}-2\,\mathrm{Re}\sum_if_i\langle\partial_A\phi_i|Qh\phi_i\rangle-2\sum_BV_B\,\mathrm{Im}\sum_if_i\langle\partial_A\phi_i|Q\,\partial_B\phi_i\rangle\,}\tag{9}$$

Call the last two terms $F_A^{stat}$ and $F_A^{vel}$. Both vanish when the basis can represent every $\partial_A\phi_i$, and (3) returns. For real basis functions and real coefficients, $F^{vel}$ is zero.

**Matrix form.** With $\Gamma=\sum_if_iC_iC_i^\dagger$, inserting $P$ into (9) gives

$$\begin{aligned}M_A\dot V_A={}&-\partial_AE\big|_C+\mathrm{Tr}\,\Gamma\big(D^{A\dagger}S^{-1}H+HS^{-1}D^A\big)\\&+i\sum_BV_B\,\mathrm{Tr}\,\Gamma\big(K^{AB}-K^{BA}-D^{A\dagger}S^{-1}D^B+D^{B\dagger}S^{-1}D^A\big).\end{aligned}\tag{10}$$

For a stationary state, $HC_i=\varepsilon_iSC_i$, and the first trace reduces to $\sum_if_i\varepsilon_iC_i^\dagger(\partial_AS)C_i$, the energy-weighted overlap force of a ground-state calculation. During the dynamics the orbitals do not in general satisfy this eigenvalue equation, so the form with $S^{-1}H$ must be kept.

## Energy and momentum in an incomplete basis

Multiply (8) by $V_A$ and sum. By (5), $\sum_AV_A\partial_A\phi_i$ is $\dot\phi_i$ minus a combination of basis functions, and by (7) that combination does not overlap with $\rho_i$. Therefore

$$\sum_AV_AM_A\dot V_A=\sum_AV_AF_A^{HF}-2\,\mathrm{Re}\sum_if_i\langle\dot\phi_i|h\phi_i-i\dot\phi_i\rangle .$$

The part with $i\langle\dot\phi_i|\dot\phi_i\rangle$ is imaginary and drops out. What remains is $-dE/dt$ by (4), which holds for any motion of the orbitals. Thus $\sum_A\tfrac12M_AV_A^2+E$ is constant in an incomplete basis too.

Three consequences matter in practice.

- The velocity force does no work: $\mathrm{Im}\langle\partial_A\phi_i|Q\partial_B\phi_i\rangle$ changes sign when $A$ and $B$ are exchanged, so its sum with $V_AV_B$ vanishes. Good energy conservation therefore does not show that $F^{vel}$ is correct.
- Total momentum does test it, though only through the sum of the velocity forces over the nuclei along each direction. If all functions are attached to nuclei and $v_{ext}$ comes only from the moving nuclei, $L$ is unchanged by a common translation, and the sum of the conjugate momenta along a direction $x$ is constant. For such a translation $\sum_A\partial_A\phi_i=-\partial_x\phi_i$, and the electronic part becomes $\sum_if_i\langle\phi_i|-i\partial_x|\phi_i\rangle$. Nuclear plus electronic momentum is conserved.
- The proof uses continuous time and requires $H$ and the forces to be derivatives of the same numerical $E$. If an integration grid moves with the atoms, its dependence on $R$ belongs in $\partial_AE|_C$.

**Where adiabaticity enters.** Suppose the propagation uses $h+\Delta v$ in place of $h$, both in (6) and in $\rho_i$, while $E$ is still the adiabatic expression. Repeating the argument leaves one uncancelled term:

$$\frac{d}{dt}\Big(\sum_A\tfrac12M_AV_A^2+E\Big)=-2\,\mathrm{Re}\sum_if_i\langle\dot\phi_i|\Delta v\,\phi_i\rangle=-\int\Delta v\,\partial_tn\,d^3r.\tag{11}$$

A potential with memory in general has $\Delta v\neq0$. Equation (11) then says that this particular energy changes whenever the integral on the right is nonzero; it does not say what the energy of a memory-dependent theory should be.

## Evaluating the equations

The state to propagate is $(R,V,C)$. One evaluation of its time derivative runs as follows.

1. Build $\chi_\mu$ and $\partial_A\chi_\mu$ at the current $R$, then $n$, $h$, $S$, $H$, $D^A$ and $B$.
2. Obtain $\dot C=-S^{-1}(iH+B)C$ from (6).
3. Obtain $\dot V_A$ from (9) or (10). If orbitals are available on a grid, (8) with $\dot\phi_i$ from (5) is shorter.

## A model collision

The example is a one-dimensional model with nuclear charges 3 and 1, masses 2000 and 1000 electron masses, and four electrons in two doubly occupied orbitals. All Coulomb interactions have the soft form $1/\sqrt{x^2+1}$ times the charges, and the xc energy density is the model function $-0.5\,n^2/(1+n)$. Each nucleus carries the functions $(x-R)^l e^{-z(x-R)^2}$ with $l=0,1$ and $z=0.3,\,1.2$ bohr$^{-2}$, which makes $2\times2\times2=8$ functions.

The nuclei start 2.5 bohr apart with velocities $0.01$ and $-0.02$. Their kinetic energy is

$$\tfrac12(2000)(0.01)^2+\tfrac12(1000)(0.02)^2=0.1+0.2=0.3\ \text{hartree},$$

and their total momentum is $20-20=0$. The electronic ground state receives a kick of 0.2 per electron. In a complete basis this would give $4\times0.2=0.8$; applied in these eight functions as $C\to e^{0.2iS^{-1}X}C$, with $X_{\mu\nu}=\langle\chi_\mu|x|\chi_\nu\rangle$, it gives 0.779. The value depends on this choice: projecting $e^{0.2ix}\phi_i$ on the basis gives about 0.785.

After 20 atomic units of time (0.484 fs) the separation is 1.93 bohr and the nuclei are still approaching, so the run covers only the first part of the collision. The nuclear kinetic energy has fallen to 0.2334 hartree, so 0.0666 hartree has passed into $E$. The total energy drifts by at most $2.3\times10^{-12}$ hartree ($6\times10^{-11}$ eV). The electronic momentum has changed from 0.779 to $-0.379$, so the nuclei have gained 1.157; the sum drifts by at most $4\times10^{-13}$.

At the final time the force on the heavier nucleus is, in hartree/bohr,

$$-0.06480-0.04976-0.00004=-0.1146,$$

in the order Hellmann-Feynman, static, velocity. The static correction is 77% of the Hellmann-Feynman term in this small basis. For the lighter nucleus the sum is $0.07384-0.00669-0.00002=0.0671$.

Repeating the run with one ingredient altered breaks at least one conservation law each time.

- Without $F^{stat}$, the energy changes by up to $8.4\times10^{-3}$ hartree, 13% of the energy exchanged in the complete run.
- Without $F^{vel}$, the energy drift stays at $2.3\times10^{-12}$ hartree, but the total momentum changes by up to $6.7\times10^{-4}$.
- Without $B$ in (6), the electron number changes by up to 0.96 out of 4.
- With the xc potential frozen at the initial density, the final energy change is $-0.01907$ hartree, and the time integral of (11) gives the same value.

Enlarging the basis to $l\le3$ tests the approach to (3). At the initial time, for 4, 8, 12 and 16 functions, the largest static correction is 0.220, 0.036, 0.0088 and 0.0076 hartree/bohr. The largest velocity correction is $5.3$, $2.5$, $3.2$ and $0.30$ in units of $10^{-4}$ hartree/bohr. The decrease is uneven, and the velocity term rises once on the way. At 16 functions the static correction is still larger than $10^{-3}$ hartree/bohr. The corrections make the dynamics consistent with the conservation laws; they do not by themselves bring the force to its complete-basis value. That value is $-0.0391$ hartree/bohr for the heavier nucleus at the initial time, against $-0.0428$ with the corrections and $-0.0353$ from the Hellmann-Feynman term alone at 16 functions, and $-0.062$ and $-0.027$ at 8 functions.

The numerical check also differentiates $L$ itself, evaluated on a grid, at the final state of the trajectory. The Euler-Lagrange equations hold there with residuals of at most $5.3\times10^{-8}$ atomic units, which tests (6) and (9) independently of the algebra above.

## Calculated quantities

```
Nuclear charges (e): [3. 1.]
Nuclear masses (electron masses): [2000. 1000.]
Initial positions (bohr): [-1.   1.5]
Initial velocities (a.u.): [ 0.01 -0.02]
Gaussian exponents (bohr^-2): (0.3, 1.2)
Basis functions in the trajectory: 8
xc strength a (a.u.): 0.5
Momentum kick per electron (a.u.): 0.2
Duration: 20.0 a.u. = 0.4838 fs
Grid spacing (bohr): 0.1, points: 300
Complete equations:
 initial total energy (hartree): -3.815639
 final total energy (hartree): -3.815639
 initial nuclear kinetic energy (hartree): 0.300000
 final nuclear kinetic energy (hartree): 0.233411
 largest energy drift: 2.3e-12 hartree = 6.2e-11 eV
 initial electron momentum (a.u.): 0.778710
 final electron momentum (a.u.): -0.378543
 largest total momentum drift (a.u.): 3.9e-13
 largest orthonormality error: 3.6e-13
 final separation (bohr): 1.92882
Forces at the final time, nuclei 1 and 2 (hartree/bohr):
 Hellmann-Feynman: -0.064795 0.073837
 static basis: -0.049756 -0.006689
 velocity basis: -0.000043 -0.000023
 velocity-force power (hartree/a.u. time): -1.2e-18
Euler-Lagrange residual, nuclei (a.u.): 3.2e-09
Euler-Lagrange residual, coefficients (a.u.): 5.3e-08
Error of dS/dt = B + B^T (a.u.): 8.9e-12
Largest changes with one ingredient altered:
 no static force, energy (hartree): 8.431e-03
 no velocity force, energy (hartree): 2.3e-12
 no velocity force, total momentum (a.u.): 6.744e-04
 no B matrix, electron number: 9.614e-01
Frozen xc potential, final energy change (hartree): -0.0190654
Frozen xc potential, integrated power (hartree): -0.0190654
Initial-time corrections: functions, static, velocity (hartree/bohr)
  4  2.195e-01  5.261e-04
  8  3.559e-02  2.488e-04
 12  8.759e-03  3.161e-04
 16  7.577e-03  3.004e-05
```
